\section*{Halved Inverse Participation Ratio in a Pair of Distant Defects}

\section*{What the ratio counts}

\textbf{Q.} I modelled an electron trap in a low-$k$ film, first alone and then with an equal trap 2 nm away. For each normalized orbital I computed the inverse participation ratio $P=\int\psi^4\,d^3r$. Both trap levels of the pair have half the $P$ of the single trap. A smaller $P$ means a larger occupied volume, so the second trap has weakened the localization, and I expect more leakage.

\textbf{A.} The larger volume is real, but there are two ways to get it: one lobe can become broader, or an unchanged lobe can appear in two places. Let $a$ and $b$ be the real, normalized orbitals of the two traps, each with $P=P_0$, and let their overlap be negligible. A state of the pair is $\psi=a\cos\theta+b\sin\theta$. In $\psi^4$ every mixed term contains a product of $a$ and $b$ at the same point, so it drops out:
\begin{align}
\frac{P}{P_0}&=\cos^4\theta+\sin^4\theta\nonumber\\
&=(\cos^2\theta+\sin^2\theta)^2-2\cos^2\theta\sin^2\theta
=1-\tfrac12\sin^22\theta .
\end{align}
Equal sharing, $\theta=\pm45^\circ$, gives $1/2$. The shape of $a$ has not changed anywhere in this calculation.

\textbf{Q.} But equal sharing must come from a strong coupling. At 2 nm I would expect the electron to stay on one trap.

\textbf{A.} The angle depends on the coupling relative to the detuning. Let the energy of site $a$ exceed that of $b$ by $\Delta$, and let the coupling be $-t$ with $t>0$:
\begin{equation}
H=\begin{pmatrix}\Delta/2&-t\\-t&-\Delta/2\end{pmatrix},\qquad
E(\theta)=\tfrac{\Delta}{2}\cos2\theta-t\sin2\theta .
\end{equation}
Eigenstates make $E(\theta)$ stationary, so $-\Delta\sin2\theta-2t\cos2\theta=0$, or $\tan2\theta=-2t/\Delta$. With $\sin^2x=\tan^2x/(1+\tan^2x)$,
\begin{equation}
\sin^22\theta=\frac{4t^2}{\Delta^2+4t^2},\qquad
\frac{P}{P_0}=1-\frac{2t^2}{\Delta^2+4t^2}
=\frac{\Delta^2+2t^2}{\Delta^2+4t^2}. \label{eq:ratio}
\end{equation}
For $\Delta=0$ this is $1/2$ for every $t>0$, however small. For $\Delta\gg t$ it returns to 1.

At $\Delta=t=0$ the eigenvectors are not unique, and $P$ depends on which ones a solver returns. For two sites at $-2$ eV, a standard matrix routine gave a state with ratio 1.000 at $t=0$ and 0.500 at $t=10^{-12}$ eV. A quantity that jumps in this way does not measure the strength of binding to a site.

\section*{How small the coupling is}

\textbf{Q.} How large is $t$ for my traps?

\textbf{A.} Take short-range wells $V_a$ and $V_b$, each with one bound $s$ level at $-E_b$, and an effective mass $m$. With $\hbar=1$, $\kappa=\sqrt{2mE_b}$, and outside its well each orbital is $Ae^{-\kappa r}/r$, with $r$ measured from its own centre. Write $S=\langle a|b\rangle$, $J=\langle a|V_b|a\rangle$ and $K=\langle a|V_a|b\rangle$. Since $b$ solves the problem of its own well, $Hb=-E_bb+V_ab$. The combinations $a\pm b$ therefore have energies
\begin{equation}
E_\pm=-E_b+\frac{J\pm K}{1\pm S},\qquad
E_--E_+=\frac{-2K+2JS}{1-S^2}\simeq-2K .
\end{equation}
The last step keeps the leading order in $e^{-\kappa R}$: $K$ and $S$ each contain one such factor and $J$ contains two. At $\Delta=0$ the matrix above has splitting $2t$, so $t=-K$.

To find $K$, use the equation of $a$ in the form $V_aa=(\nabla^2-\kappa^2)a/(2m)$. This function vanishes outside well $a$, so $b$ is needed only inside well $a$, far from its own centre, and may be replaced everywhere by its tail $\tilde b=Ae^{-\kappa r_b}/r_b$. Moving the derivatives onto $\tilde b$ by Green's identity leaves no surface term at infinity. Since $(\nabla^2-\kappa^2)e^{-\kappa r}/r=-4\pi\delta(\mathbf r)$,
\begin{align}
K&=\frac1{2m}\int\tilde b\,(\nabla^2-\kappa^2)a\,d^3r
=\frac1{2m}\int a\,(\nabla^2-\kappa^2)\tilde b\,d^3r\nonumber\\
&=-\frac{4\pi A}{2m}\,a(\mathbf R_b)
=-\frac{2\pi A^2}{mR}e^{-\kappa R}.
\end{align}
With $\hbar$ restored,
\begin{equation}
t=\frac{2\pi\hbar^2A^2}{mR}\,e^{-\kappa R}.
\end{equation}

For numbers, take Gaussian wells $-V_0e^{-r^2/w^2}$ with $w=0.25$ nm, $m=0.5$ electron masses, and $V_0=9.95$ eV, adjusted so that $E_b=2.00$ eV. Solving the radial equation on a grid gives $\kappa=5.123$ nm$^{-1}$, $A=2.242$ nm$^{-1/2}$ and $P_0=7.73$ nm$^{-3}$, a participation volume $1/P_0=0.129$ nm$^3$. From $\hbar^2/m=2E_b/\kappa^2=0.1524$ eV nm$^2$, at $R=2.0$ nm,
\begin{equation}
t=\frac{2\pi(0.1524)(2.242)^2}{2.0}\,e^{-10.25}\ \mathrm{eV}
\simeq8.5\times10^{-5}\ \mathrm{eV}.
\end{equation}

I also diagonalized the full three-dimensional Hamiltonian of the pair in Gaussian functions on both centres, and integrated $\psi^4$ numerically:
\begin{center}
\begin{tabular}{cccc}
$R$ (nm) & $t$ (eV) & lower $P/P_0$ & upper $P/P_0$\\
1.2 & $8.6\times10^{-3}$ & 0.492 & 0.508\\
1.6 & $8.3\times10^{-4}$ & 0.499 & 0.501\\
2.0 & $8.5\times10^{-5}$ & 0.500 & 0.500
\end{tabular}
\end{center}
Half the computed splitting agrees with the formula to the digits shown. The coupling falls a hundredfold while the ratio stays near one half.

\textbf{Q.} Why do the two levels differ slightly at 1.2 nm?

\textbf{A.} There the overlap is visible. The normalized states are $(a\pm b)/\sqrt{2(1\pm S)}$. With $x=\int a^3b\,d^3r/P_0$, and without the smaller term in $a^2b^2$,
\begin{equation}
\frac{P_\pm}{P_0}=\frac{2\pm8x}{4(1\pm S)^2}\simeq\frac12\left(1\pm4x\mp2S\right).
\end{equation}
The first-order shifts are opposite, as in the table. The lower state has the upper sign. At 1.2 nm, $S=0.0111$ and $2x=0.0030$, so its ratio shifts by $2x-S=-0.0081$, close to the diagonalized $-0.0078$. This estimate keeps the shapes of $a$ and $b$ fixed, so it is not exact even at first order.

\section*{Is the shared state real?}

\textbf{Q.} The eigenstates are still spread over both sites. Are you asking me to ignore them?

\textbf{A.} No. One electron in the ground state of a perfectly isolated, symmetric pair has half its density on each site. What the halved $P$ does not tell you is how fast each lobe decays, or how fast charge moves. You may still be right to expect more leakage, but for another reason: a second trap can divide a long tunnelling step into two shorter ones. The halved $P$ neither shows nor excludes this. An electron placed on $a$ is $(\psi_++\psi_-)/\sqrt2$, while $b=(\psi_+-\psi_-)/\sqrt2$. After a time $\tau$ its probability on $b$ is
\begin{equation}
\left|\tfrac12\left(e^{-iE_+\tau/\hbar}-e^{-iE_-\tau/\hbar}\right)\right|^2
=\tfrac12\left(1-\cos\frac{2t\tau}{\hbar}\right)=\sin^2\frac{t\tau}{\hbar}.
\end{equation}
The transfer is complete at $\tau=\pi\hbar/(2t)$: 12 ps at 2.0 nm. At 3.0 nm the formula gives $t=3.4\times10^{-7}$ eV and 3.0 ns. The ideal ratio is one half at both distances, although the times differ by a factor of about 250. These times are for an isolated pair with equal sites and a rigid lattice. In such a pair a constant detuning limits the transferred probability to at most $4t^2/(\Delta^2+4t^2)$. In a film, phonons can supply or take up the energy difference and so allow a larger transfer, while lattice relaxation can make it much slower. The times above are therefore not hopping times in a film.

Temperature matters too. At 378 K, $k_BT=0.033$ eV and $2t/k_BT=0.005$ for the 2.0 nm pair, so a thermal electron occupies both levels almost equally. The density of an equal mixture is
\begin{equation}
\tfrac12(\psi_+^2+\psi_-^2)=\tfrac14\left[(a+b)^2+(a-b)^2\right]=\tfrac12(a^2+b^2).
\end{equation}
An ensemble of electrons, each sitting on one trap, half of them on $a$ and half on $b$, has the same density.

\section*{Telling the two cases apart}

\textbf{Q.} Then how do I recognize an orbital that really has become broader?

\textbf{A.} Rotate the two nearly degenerate eigenstates into each other and maximize the sum of their $P$. If one rotated state has site angle $\theta$, the other has $\theta+90^\circ$, and the sum is $2P_0(1-\frac12\sin^22\theta)$. Its maximum, $2P_0$, lies at $\theta=0$, which is $45^\circ$ away from the shared states. For the computed 2.0 nm pair, a scan in steps of one degree found the maximum at $45^\circ$, with a mean $P/P_0$ of 1.000.

Compare this with a single trap of the same width, made shallower until its $P$ is also $P_0/2$. Its binding energy is 0.73 eV and its tail decays at 3.10 nm$^{-1}$. The outer tail of the shared state decays at 5.12 nm$^{-1}$, like that of the original trap. Over 2 nm the factor $e^{-\kappa R}$ alone is larger for the shallow trap by $e^{(5.12-3.10)\times2}\approx57$. Its tail amplitude is smaller, $A=1.22$ nm$^{-1/2}$, so the coupling $t$ between two such traps is larger by a factor of about 17. That is weaker localization in the sense that matters for tunnelling, and this trap has no partner level with which a rotation could undo it.

The rotation needs a limit. The states of a strongly coupled ring of equal sites can also be rotated into site orbitals, because both sets span the same space. So state the energy width of the group you rotate, and compare it with the detunings present in the material.

\section*{In a real film}

\textbf{Q.} What detuning would a film supply?

\textbf{A.} A field $F$ along the pair axis gives $\Delta=eFR$, with $e$ the elementary charge. Equation~\eqref{eq:ratio} reaches 0.9 when $\Delta^2+4t^2=20t^2$, that is, at $\Delta=4t=3.4\times10^{-4}$ eV. For $R=2.0$ nm this is a field of 1.7 kV/cm, and diagonalization in that field also gives 0.900. One volt across a 10 nm gap between lines is 1 MV/cm. Then $\Delta=0.20$ eV, and the computed ratio is 1.000. A field perpendicular to the axis gives no such detuning.

Disorder acts without a field. If the site energies are independent and Gaussian with spread $\sigma$, then $\Delta$ has variance $2\sigma^2$, and the fraction of pairs with $|\Delta|<2t$ is $\mathrm{erf}(t/\sigma)$. For a rough $\sigma=0.1$ eV this is about $10^{-3}$ at 2.0 nm.

\textbf{Q.} And if symmetry keeps the two sites equal, as in my supercell?

\textbf{A.} Then lattice relaxation can still break the symmetry, if your calculation allows it. Let a local distortion $q$ on each site cost $q^2/2$ and gain $gqn$, where $n$ is the electron's weight there. The minimum is at $q=gn$ and contributes $-g^2n^2/2\equiv-E_rn^2$. With weights $(1\pm z)/2$,
\begin{equation}
E(z)=-\frac{E_r}{2}(1+z^2)-t\sqrt{1-z^2},\qquad
E'(z)=z\left(\frac{t}{\sqrt{1-z^2}}-E_r\right).
\end{equation}
Near $z=0$ the slope is $(t-E_r)z$, so the shared state is unstable when $E_r>t$. The minimum then has $\sqrt{1-z^2}=t/E_r$, and
\begin{equation}
\frac{P}{P_0}=\frac{(1+z)^2+(1-z)^2}{4}=\frac{1+z^2}{2}=1-\frac{t^2}{2E_r^2}.
\end{equation}
A rough $E_r=0.5$ eV is about 6000 times $t$ at 2.0 nm. This treats the lattice as classical. In this one-electron model, holding the atoms in symmetric positions leaves the effect out and keeps the ratio at one half. In a self-consistent calculation the method matters as well: unrestricted Hartree--Fock can localize the charge even with fixed atoms, whereas a semilocal density functional can favour the shared state through its self-interaction error.

\textbf{Q.} How far do you trust these parameters for organosilicate glass?

\textbf{A.} As rough values for a deep trap in a silica-like network, not as a computed defect; an effective mass is itself doubtful for a well 0.25 nm wide. One assumption that a real film breaks strongly is the equality of the sites: 0.1 eV of disorder is over a thousand times $t$ at 2.0 nm, and moves the ratio of a typical pair from one half to nearly one. The tail is uncertain as well. A two-band dispersion in a gap of roughly 8 eV, $\kappa^2=2mE_b(1-E_b/E_g)/\hbar^2$, lowers $\kappa$ by the factor $\sqrt{1-2/8}=0.87$. At 2.0 nm the factor $e^{-\kappa R}$ then rises about fourfold. The prefactor changes too: for short-range traps $2\pi\hbar^2/m$ becomes $4\pi\,dE_b/d\kappa^2$, which is larger by $1/(1-2E_b/E_g)=2$. With $A$ held fixed, $t$ rises about eightfold, which is still far below the disorder. Finally, all this concerns one electron in the pair. With a relative permittivity of 2.7, electrons on the two sites repel each other by about 0.27 eV at 2.0 nm, so the energies of a doubly charged pair need a separate calculation.
